# Fröhlich mobility: self-energy lifetime, momentum relaxation and the full Boltzmann solution: verification in Python

```python
"""
Result under test: for nondegenerate electrons with Froehlich LO-phonon scattering,
    mobility(SERTA) < mobility(full Boltzmann) < mobility(MRTA),
for MRTA weights 1-cos(theta) and 1-v.v'/v^2 alike.
SERTA: F = v/out_rate, with no scattering back in.  MRTA: diagonal momentum relaxation.
F: mean free displacement along k; v: speed; kT: thermal energy.
Ladder: energies E0 + n*W linked by phonons of energy W.
Internally Hartree atomic units; printed units are stated on each line.
GaAs-like input parameters are rough typical values.
"""
import numpy as np
from types import SimpleNamespace
from scipy import constants as sc
from scipy.optimize import brentq

HARTREE = sc.physical_constants["Hartree energy"][0]
BOHR = sc.physical_constants["Bohr radius"][0]
EV = sc.e / HARTREE
NM = BOHR * 1e9
MOB = BOHR**2 * sc.e / sc.hbar * 1e4       # atomic unit of mobility in cm2/Vs
RATE = HARTREE / sc.hbar * 1e-12           # atomic unit of rate in 1/ps

MASS, EPS_INF, EPS_0, TEMP = 0.067, 10.9, 12.9, 300.0
W = 0.036 * EV
KAPPA = 1 / EPS_INF - 1 / EPS_0
K0 = np.sqrt(2 * MASS * W)
KT = sc.k * TEMP / HARTREE
ALPHA = KAPPA * np.sqrt(MASS / (2 * W))


def log_moments(k1, k2):
    """Integrals of 1/q^2 and cos/q^2 over the cosine, closed form."""
    j0 = np.log((k1 + k2) / np.abs(k1 - k2)) / (k1 * k2)
    a = (k1**2 + k2**2) / (2 * k1 * k2)
    return j0, a * j0 - 1 / (k1 * k2)


def quad_moments(k1, k2, e1, e2, weight):
    """The same integrals with an extra weight, by quadrature in ln q."""
    x, wx = np.polynomial.legendre.leggauss(40)
    lo, hi = np.log(np.abs(k1 - k2)), np.log(k1 + k2)
    half = (hi - lo) / 2
    q = np.exp((hi + lo)[..., None] / 2 + half[..., None] * x)
    kk = (k1 * k2)[..., None]
    c = ((k1**2 + k2**2)[..., None] - q**2) / (2 * kk)
    f = weight(q, c, e1[..., None], e2[..., None]) * wx * half[..., None] / kk
    return f.sum(-1), (f * c).sum(-1)


def solve_ladder(diag, up, down, rhs):
    """Solve diag*F_n - up*F_(n+1) - down*F_(n-1) = rhs on all ladders."""
    d, r = diag.copy(), rhs.copy()
    n = d.shape[1]
    for i in range(1, n):
        f = down[:, i - 1] / d[:, i - 1]
        d[:, i] -= f * up[:, i - 1]
        r[:, i] += f * r[:, i - 1]
    sol = np.empty_like(r)
    sol[:, -1] = r[:, -1] / d[:, -1]
    for i in range(n - 2, -1, -1):
        sol[:, i] = (r[:, i] + up[:, i] * sol[:, i + 1]) / d[:, i]
    return sol


def transport(kt, nonpar=0.0, weight=None, elastic=None, nodes=48):
    x, wx = np.polynomial.legendre.leggauss(nodes)
    s, ws = (x + 1) / 2, wx / 2
    n = int(np.ceil(38 * kt / W)) + 6
    e = W * (s[:, None]**2 + np.arange(n))
    k = np.sqrt(2 * MASS * e * (1 + nonpar * e))
    v = k / (MASS * (1 + 2 * nonpar * e))
    dens = k**2 / v
    occ = 1 / np.expm1(W / kt)
    if weight is None:
        j0, j1 = log_moments(k[:, :-1], k[:, 1:])
    else:
        j0, j1 = quad_moments(k[:, :-1], k[:, 1:], e[:, :-1], e[:, 1:], weight)
    absorb = W * KAPPA * occ * dens[:, 1:]
    emit = W * KAPPA * (occ + 1) * dens[:, :-1]
    up, down = absorb * j1, emit * j1
    out = np.zeros_like(e)
    out[:, :-1] += absorb * j0
    out[:, 1:] += emit * j0
    if elastic is not None:
        out = out + elastic(k)

    def scatter_in(f):
        g = np.zeros_like(f)
        g[:, :-1] += up * f[:, 1:]
        g[:, 1:] += down * f[:, :-1]
        return g

    p = (ws * 2 * s)[:, None] * dens * np.exp(-e / kt)
    p = p / p.sum()
    F = dict(serta=v / out,
             cosine=v / (out - scatter_in(np.ones_like(v))),
             ratio=v / (out - scatter_in(v) / v),
             full=solve_ladder(out, up, down, v))

    def mobility(f):
        return (p * v * f).sum() / (3 * kt)

    mu = {name: mobility(f) for name, f in F.items()}
    return SimpleNamespace(e=e, k=k, v=v, out=out, up=up, down=down, p=p, F=F, mu=mu,
                           dens=dens, s=s, scatter_in=scatter_in, mobility=mobility,
                           meancos=j1 / j0)


base = transport(KT)
mu = base.mu
coarse = transport(KT, nodes=24)
assert abs(coarse.mu["full"] / mu["full"] - 1) < 1e-5
same = transport(KT, weight=lambda q, c, a, b: np.ones_like(q))
assert all(abs(same.mu[m] / mu[m] - 1) < 1e-7 for m in mu)

# Rates from the golden rule, integrating over final momentum with a Gaussian delta.
kp = np.linspace(1e-6, 2.3, 4000)[:, None] * K0
cg, wg = np.polynomial.legendre.leggauss(400)
SIG = 0.01 * W


def golden_rule(energy, shift, matrix2, factor):
    k = np.sqrt(2 * MASS * energy)
    q2 = k**2 + kp**2 - 2 * k * kp * cg
    delta = np.exp(-0.5 * ((kp**2 / (2 * MASS) - energy - shift) / SIG)**2)
    delta = delta / (SIG * np.sqrt(2 * np.pi))
    f = matrix2(q2) * factor(cg, kp / k) * wg
    radial = (f.sum(1) * kp[:, 0]**2 * delta[:, 0]) / (4 * np.pi**2)
    return 2 * np.pi * radial.sum() * (kp[1, 0] - kp[0, 0])


j = int(np.argmin(np.abs(base.s**2 - 0.3)))
e_test = base.e[j, 2]
occ = 1 / np.expm1(W / KT)
one = np.ones_like(base.v)
tests = [(lambda c, r: 1 + 0 * c * r, base.out[j, 2]),
         (lambda c, r: c + 0 * r, base.scatter_in(one)[j, 2]),
         (lambda c, r: c * r, (base.scatter_in(base.v) / base.v)[j, 2])]
for factor, expected in tests:
    direct = sum(nph * golden_rule(e_test, sh, lambda q2: 2 * np.pi * W * KAPPA / q2, factor)
                 for nph, sh in ((occ, W), (occ + 1, -W)))
    assert abs(direct / expected - 1) < 2e-3   # finite width of the delta

# Detailed balance, and positivity of what each MRTA leaves out of the collision operator.
root = np.sqrt(base.dens[j] * np.exp(-base.e[j] / KT))
A = np.diag(base.up[j], 1) + np.diag(base.down[j], -1)
B = root[:, None] * A / root[None, :]
assert np.abs(B - B.T).max() < 1e-10 * np.abs(B).max()
for h in (np.ones(len(root)), base.v[j]):
    rest = np.diag(A @ h / h) - (B + B.T) / 2
    eig = np.linalg.eigvalsh(rest)
    assert eig[0] > -1e-10 * eig[-1]
    assert np.all(base.out[j] - A @ h / h > 0)

# Iteration from SERTA: each pass adds one more flight after a collision.
f = base.F["serta"]
history = [base.mobility(f)]
for _ in range(300):
    f = (base.v + base.scatter_in(f)) / base.out
    history.append(base.mobility(f))
history = np.array(history)
assert np.all(np.diff(history[:20]) > 0)
assert abs(history[-1] / mu["full"] - 1) < 1e-6
passes = int(np.argmax(history > 0.99 * mu["full"]))
assert np.all(base.F["full"] > base.F["serta"])

# Monte Carlo: integral of the velocity correlation along random flights.
rng = np.random.default_rng(12345)
NUM, FLIGHTS = 400000, 25
en = rng.gamma(1.5, KT, NUM)
v0 = np.sqrt(2 * en / MASS)
mem = np.ones(NUM)                         # cosine with the initial direction
total = np.zeros(NUM)
flight_mean, flight_err = [], []
for _ in range(FLIGHTS):
    x = np.sqrt(en / W)
    g_abs = 2 * ALPHA * W * occ * np.arcsinh(x) / x
    g_em = 2 * ALPHA * W * (occ + 1) * np.arccosh(np.maximum(x, 1)) / x
    gam = g_abs + g_em
    part = v0 * np.sqrt(2 * en / MASS) * mem * rng.exponential(size=NUM) / gam / (3 * KT)
    total += part
    flight_mean.append(part.mean())
    flight_err.append(part.std() / np.sqrt(NUM))
    emits = rng.random(NUM) * gam < g_em
    new = np.where(emits, en - W, en + W)
    k1, k2 = np.sqrt(2 * MASS * en), np.sqrt(2 * MASS * new)
    low = np.abs(k1 - k2)
    q = low * ((k1 + k2) / low)**rng.random(NUM)
    c = np.clip((k1**2 + k2**2 - q**2) / (2 * k1 * k2), -1, 1)
    phi = 2 * np.pi * rng.random(NUM)
    mem = c * mem + np.sqrt((1 - c**2) * np.maximum(1 - mem**2, 0)) * np.cos(phi)
    mem = np.clip(mem, -1, 1)
    en = new
mc, mc_err = total.mean(), total.std() / np.sqrt(NUM)
assert mc_err < 0.02 * mc and abs(mc - mu["full"]) < 4 * mc_err
assert abs(flight_mean[0] - history[0]) < 4 * flight_err[0]
assert abs(flight_mean[1] - (history[1] - history[0])) < 4 * flight_err[1]

# Other angular laws: isotropic makes SERTA right, backward-favouring makes it too high.
iso = transport(KT, weight=lambda q, c, a, b: (q / K0)**2).mu
assert all(abs(iso[m] / iso["full"] - 1) < 1e-8 for m in iso)
back = transport(KT, weight=lambda q, c, a, b: (q / K0)**4).mu
assert back["full"] < back["serta"]

# Temperature scan and limits.
thetas = [0.02, 0.1, 0.3, 1.0, 3.0, 10.0]
scan = []
for th in thetas:
    m = transport(th * W).mu
    assert m["serta"] < m["full"] < min(m["cosine"], m["ratio"])
    scan.append([m[name] / m["full"] for name in ("serta", "cosine", "ratio")])
assert scan[0][0] > 0.95 and 2.8 < scan[0][2] < 3.1
assert scan[-1][0] < 0.4 and max(scan[-1][1:]) < 1.05
cold = transport(0.02 * W)
cold_formula = cold.v[:, 0] / (cold.out[:, 0] * (1 - cold.meancos[:, 0]**2))
assert np.max(np.abs(cold.F["full"][:, 0] / cold_formula - 1)) < 1e-7


def error_balance(log_theta):
    m = transport(np.exp(log_theta) * W).mu
    return m["cosine"] + m["serta"] - 2 * m["full"]


theta_eq = np.exp(brentq(error_balance, np.log(0.03), np.log(5.0), xtol=1e-5))

# Effects left out of the model, at the example's own numbers.
N_CM3, GAP, DEF_POT, C_L, L_OFFSET, L_MASS = 1e15, 1.42, 8.0, 1.4e11, 0.29, 0.56
dens_e = N_CM3 * 1e6 * BOHR**3
nonpar = (1 - MASS)**2 / (GAP * EV)
stiff = C_L * BOHR**3 / HARTREE


def kane_overlap(q, c, e1, e2):
    b1, b2 = [nonpar * e / (1 + 2 * nonpar * e) for e in (e1, e2)]
    return (np.sqrt((1 - b1) * (1 - b2)) + c * np.sqrt(b1 * b2))**2


qd2_lo = 4 * np.pi * dens_e / (EPS_INF * KT)
qd2_imp = 4 * np.pi * dens_e / (EPS_0 * KT)


def acoustic(k):
    return (DEF_POT * EV)**2 * KT * MASS * k / (np.pi * stiff)


def impurity(k):
    b = 4 * k**2 / qd2_imp
    return 2 * np.pi * dens_e * MASS / (EPS_0**2 * k**3) * (np.log1p(b) - b / (1 + b))


k_test = np.sqrt(2 * MASS * e_test)
direct = golden_rule(e_test, 0, lambda q2: (DEF_POT * EV)**2 * KT / stiff + 0 * q2,
                     lambda c, r: 1 - c + 0 * r)
assert abs(direct / acoustic(k_test) - 1) < 2e-3
direct = golden_rule(e_test, 0,
                     lambda q2: dens_e * (4 * np.pi / EPS_0 / (q2 + qd2_imp))**2,
                     lambda c, r: 1 - c + 0 * r)
assert abs(direct / impurity(k_test) - 1) < 0.03   # delta width against a narrow forward peak

kane = transport(KT, nonpar=nonpar, weight=kane_overlap).mu
assert kane["serta"] < kane["full"] < min(kane["cosine"], kane["ratio"])
screened = transport(KT, weight=lambda q, c, a, b: (q**2 / (q**2 + qd2_lo))**2).mu
with_ac = transport(KT, elastic=acoustic).mu
with_imp = transport(KT, elastic=impurity).mu
n_c = 2 * (MASS * KT / (2 * np.pi))**1.5
l_ratio = (L_MASS / MASS)**1.5 * np.exp(-L_OFFSET * EV / KT)
mean_rate = (base.p * base.out).sum()
mean_cos = (base.p * base.scatter_in(one)).sum() / mean_rate
mean_path = (base.p * base.F["full"]).sum()
field = KT / EV / (mean_path * NM * 1e-7) / 1e3


def change(m):
    return 100 * (m["full"] / mu["full"] - 1)


print(f"Input: mass {MASS} m_e, LO energy {W/EV*1e3:.1f} meV, T {TEMP:.0f} K")
print(f"Input: dielectric constants {EPS_INF} (high freq.), {EPS_0} (static)")
print(f"kT = {KT/EV*1e3:.2f} meV; kT/LO energy = {KT/W:.4f}")
print(f"Froehlich coupling alpha = {ALPHA:.4f}; phonon occupation = {occ:.4f}")
print(f"Thermal mean collision rate = {mean_rate*RATE:.3f} 1/ps")
print(f"Collision-weighted mean cosine = {mean_cos:.4f}")
print("LO-limited mobility in cm2/Vs, and ratio to full solution:")
for name, label in (("serta", "SERTA"), ("cosine", "MRTA, 1-cos"),
                    ("ratio", "MRTA, 1-v.v'/v^2"), ("full", "full Boltzmann")):
    print(f"  {label:18s} {mu[name]*MOB:9.0f}  {mu[name]/mu['full']:.4f}")
print(f"Monte Carlo, {FLIGHTS} flights: {mc*MOB:.0f} +- {mc_err*MOB:.0f} cm2/Vs")
print(f"  first flight {flight_mean[0]*MOB:.0f} +- {flight_err[0]*MOB:.0f} cm2/Vs")
print(f"  second flight {flight_mean[1]*MOB:.0f} +- {flight_err[1]*MOB:.0f} cm2/Vs")
print("Iteration from SERTA: pass, mobility (cm2/Vs), ratio to full")
for i in (0, 1, 2, 3, 5, 10):
    print(f"  {i:2d} {history[i]*MOB:9.0f}  {history[i]/mu['full']:.4f}")
print(f"Passes needed to come within 1 percent: {passes}")
jm = int(np.argmin(np.abs(base.s**2 - 0.5)))
print("Mean free displacement (nm): energy (meV), SERTA, 1-cos, v-ratio, full")
for i in range(3):
    row = " ".join(f"{base.F[m][jm, i]*NM:8.1f}" for m in ("serta", "cosine", "ratio", "full"))
    print(f"  {base.e[jm, i]/EV*1e3:6.1f} {row}")
print("Scan: kT/LO energy, mobility over full: SERTA, 1-cos, v-ratio")
for th, row in zip(thetas, scan):
    print(f"  {th:5.2f}  {row[0]:.4f}  {row[1]:.4f}  {row[2]:.4f}")
print(f"SERTA and 1-cos errors equal at kT/LO energy = {theta_eq:.4f}")
print(f"  for this LO energy: T = {theta_eq*W*HARTREE/sc.k:.0f} K")
print(f"Backward-favouring coupling (q^2): SERTA/full = {back['serta']/back['full']:.4f}")
print(f"Neglected effects at density {N_CM3:.0e} cm^-3, change of full mobility:")
print(f"  Kane band, gap {GAP} eV, with overlap: {change(kane):+.2f} %")
print(f"  in the Kane band SERTA/full {kane['serta']/kane['full']:.4f},"
      f" 1-cos/full {kane['cosine']/kane['full']:.4f}")
print(f"  static screening of LO coupling: {change(screened):+.3f} %")
print(f"  acoustic, {DEF_POT} eV and {C_L/1e9:.0f} GPa: {change(with_ac):+.2f} %")
print(f"  ionized impurities, same density: {change(with_imp):+.2f} %")
print(f"Degeneracy: density/effective state density = {dens_e/n_c:.5f}")
print(f"L valleys {L_OFFSET} eV up, state mass {L_MASS} m_e: population ratio {l_ratio:.2e}")
print(f"Polaron mass increase alpha/6 = {100*ALPHA/6:.2f} %")
print(f"Collision broadening: hbar*mean rate/kT = {mean_rate/KT:.4f}")
print(f"Mean free displacement {mean_path*NM:.1f} nm; field kT/(e*path) = {field:.2f} kV/cm")
print("ALL CHECKS PASSED")
```

Printed output:

```
Input: mass 0.067 m_e, LO energy 36.0 meV, T 300 K
Input: dielectric constants 10.9 (high freq.), 12.9 (static)
kT = 25.85 meV; kT/LO energy = 0.7181
Froehlich coupling alpha = 0.0716; phonon occupation = 0.3306
Thermal mean collision rate = 4.594 1/ps
Collision-weighted mean cosine = 0.4450
LO-limited mobility in cm2/Vs, and ratio to full solution:
  SERTA                   5467  0.5634
  MRTA, 1-cos            10234  1.0548
  MRTA, 1-v.v'/v^2       14062  1.4494
  full Boltzmann          9702  1.0000
Monte Carlo, 25 flights: 9662 +- 50 cm2/Vs
  first flight 5474 +- 10 cm2/Vs
  second flight 2081 +- 8 cm2/Vs
Iteration from SERTA: pass, mobility (cm2/Vs), ratio to full
   0      5467  0.5634
   1      7554  0.7786
   2      8688  0.8955
   3      9177  0.9458
   5      9568  0.9862
  10      9698  0.9995
Passes needed to come within 1 percent: 6
Mean free displacement (nm): energy (meV), SERTA, 1-cos, v-ratio, full
    17.9    127.0    209.6    402.7    184.9
    53.9     68.4    121.6    107.3    146.9
    89.9     77.8    177.8    153.4    169.2
Scan: kT/LO energy, mobility over full: SERTA, 1-cos, v-ratio
   0.02  0.9788  1.1391  2.9556
   0.10  0.9101  1.2893  2.8130
   0.30  0.7782  1.2900  2.4342
   1.00  0.4890  1.0367  1.2007
   3.00  0.3136  1.0244  1.0115
  10.00  0.2226  1.0052  1.0014
SERTA and 1-cos errors equal at kT/LO energy = 0.3438
  for this LO energy: T = 144 K
Backward-favouring coupling (q^2): SERTA/full = 1.1626
Neglected effects at density 1e+15 cm^-3, change of full mobility:
  Kane band, gap 1.42 eV, with overlap: -5.19 %
  in the Kane band SERTA/full 0.5494, 1-cos/full 1.0532
  static screening of LO coupling: +0.121 %
  acoustic, 8.0 eV and 140 GPa: -8.30 %
  ionized impurities, same density: -3.54 %
Degeneracy: density/effective state density = 0.00230
L valleys 0.29 eV up, state mass 0.56 m_e: population ratio 3.25e-04
Polaron mass increase alpha/6 = 1.19 %
Collision broadening: hbar*mean rate/kT = 0.1170
Mean free displacement 173.1 nm; field kT/(e*path) = 1.49 kV/cm
ALL CHECKS PASSED
```
